**Continuity defect of the PAW current in a breathing hydrogen atom**

The program studies the density $\rho=\tilde\rho+\rho_1-\tilde\rho_1$ and current $\mathbf j=\tilde{\mathbf j}+\mathbf j_1-\tilde{\mathbf j}_1$, where the tilde marks smooth quantities and the index 1 marks partial-wave expansions in the sphere. It asserts that the defect $R=\partial_t\rho+\nabla\cdot\mathbf j$, found by differentiating the reconstructed density and current, agrees with the formula built from the Schrödinger residuals of the three waves. It also asserts that $R$ vanishes outside the sphere, integrates to zero inside it, and accounts for the difference between the density and current routes to the $r^2$ moment. For a superposition of 1s and 3s, the defect relative to the density rate falls from 0.17 with one partial wave to 0.0012 with two and to numerical error with three. The three-wave current is asserted to agree with the closed-form hydrogen current. The defect returns when the projectors do not span $(\tilde h-\varepsilon_i)\tilde\phi_i$, with $\tilde h$ the smooth Hamiltonian, $\varepsilon_i$ the reference energies and $\tilde\phi_i$ the pseudo partial waves. It also returns when a confining field is added while the free-atom partial waves are kept.

## Numerical verification

```python
"""PAW current and continuity, tested on s states of hydrogen (atomic units).

Result under test: with reconstructed density rho = rho~ + rho1 - rho~1 and
current j = j~ + j1 - j~1, the defect R = d(rho)/dt + div j equals
  2 Im[ psi~* r~ + psi1* r1 - psi~1* r~1 ],   r = (i d/dt - h) psi,
vanishes outside the sphere, integrates to zero inside it, and vanishes
pointwise when the partial waves represent the motion completely.
Symbols: u = r*psi radial function (angular factor removed), so that
|u|^2 is the shell density and Im(u* du/dr) the outward shell current;
ae / ps = all-electron / pseudo partial waves; pr = projectors;
c = projections of u.
"""
import numpy as np
import sympy as sp
from math import factorial
from numpy.polynomial import Polynomial, legendre
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants

# --- Local balance identity for an arbitrary function in three dimensions ---
x, y, z, t = sp.symbols("x y z t", real=True)
fa = sp.Function("a")(x, y, z, t)   # real part
fb = sp.Function("b")(x, y, z, t)   # imaginary part
pot = sp.Function("v")(x, y, z)


def residual_product(s):
    """f*(i d/dt - h)f for s=1, its complex conjugate for s=-1."""
    f = fa + s * sp.I * fb
    lap = sum(sp.diff(f, q, 2) for q in (x, y, z))
    return (fa - s * sp.I * fb) * (s * sp.I * sp.diff(f, t) + lap / 2 - pot * f)


balance = sp.diff(fa**2 + fb**2, t) + sum(
    sp.diff(fa * sp.diff(fb, q) - fb * sp.diff(fa, q), q) for q in (x, y, z))
twice_imag = (residual_product(1) - residual_product(-1)) / sp.I
assert sp.expand(balance - twice_imag) == 0

# --- Spectral elements on the radial axis; the first element is the sphere ---
order = 20
edges = [0.0, 1.5, 4.0, 8.0, 14.0, 22.0, 32.0, 45.0, 60.0]
r_c = edges[1]
leg = [0] * order + [1]
nodes = np.r_[-1.0, np.sort(legendre.legroots(legendre.legder(leg)).real), 1.0]
p_n = legendre.legval(nodes, leg)
node_w = 2 / (order * (order + 1) * p_n**2)
gap = nodes[:, None] - nodes[None, :] + np.eye(order + 1)
d_ref = p_n[:, None] / p_n[None, :] / gap
np.fill_diagonal(d_ref, 0.0)
np.fill_diagonal(d_ref, -d_ref.sum(axis=1))

n_el = len(edges) - 1
half = np.diff(edges) / 2
r = np.concatenate([edges[e] + half[e] * (nodes + 1) for e in range(n_el)])
w = np.concatenate([half[e] * node_w for e in range(n_el)])
deriv = block_diag(*[d_ref / half[e] for e in range(n_el)])
gather = np.zeros((len(r), n_el * order + 1))
for e in range(n_el):
    for k in range(order + 1):
        gather[e * (order + 1) + k, e * order + k] = 1.0
gather = gather[:, 1:-1]            # u = 0 at the origin and at the outer wall
slope = deriv @ gather
kinetic = 0.5 * (slope.T * w) @ slope
inside = slice(0, order + 1)
r_in, w_in = r[inside], w[inside]
d_in = deriv[inside, inside]

# --- Hydrogen s functions and their smooth continuations into the sphere ---
radial_poly = {1: 2 * Polynomial([1.0]),
               2: Polynomial([1.0, -0.5]) / np.sqrt(2),
               3: Polynomial([1.0, -2 / 3, 2 / 27]) * 2 / (3 * np.sqrt(3))}


def u_exact(n, radius):
    return radius * radial_poly[n](radius) * np.exp(-radius / n)


def even_continuation(derivatives):
    """Even polynomial with the given value and derivatives at r_c."""
    m = len(derivatives)
    system = np.array([[Polynomial.basis(2 * k).deriv(q)(r_c) if q else r_c**(2 * k)
                        for k in range(m)] for q in range(m)])
    coef = np.zeros(2 * m - 1)
    coef[::2] = np.linalg.solve(system, derivatives)
    return Polynomial(coef)


pseudo = {}
for n in (1, 2, 3):
    poly, values = radial_poly[n], []
    for _ in range(4):
        values.append(poly(r_c) * np.exp(-r_c / n))
        poly = poly.deriv() - poly / n
    pseudo[n] = Polynomial([0.0, 1.0]) * even_continuation(values)
    assert abs(np.sum(w * u_exact(n, r)**2) - 1) < 1e-9

v_smooth = even_continuation(
    [(-1)**(q + 1) * factorial(q) / r_c**(q + 1) for q in range(4)])
v_ae = np.zeros_like(r)             # u*u/r vanishes at the origin node
v_ae[1:] = -1 / r[1:]
v_ps = v_ae.copy()
v_ps[inside] = v_smooth(r_in)


def current(f, d):
    return np.imag(np.conj(f) * (d @ f))


def analyse(n_waves, omega, own_projectors=False):
    """PAW beat of states 1s and 3s, with confinement omega^2 r^2 / 2.

    own_projectors: pseudo waves project onto themselves, so that
    (h~ - eps) ps is not in the span of the projectors.
    """
    ns = range(1, n_waves + 1)
    field = 0.5 * omega**2 * r**2
    f_in, v_in = field[inside], v_ps[inside]
    eps = np.array([-0.5 / n**2 for n in ns])[:, None]
    ps = np.array([pseudo[n](r_in) for n in ns])
    ps2 = np.array([pseudo[n].deriv(2)(r_in) for n in ns])
    ae = np.array([u_exact(n, r_in) for n in ns])
    h_ae = eps * ae
    chi = eps * ps + 0.5 * ps2 - v_in * ps          # (eps - h~) ps, free atom
    # recombine the set so that the pseudo waves are orthonormal in the sphere
    mix = np.linalg.inv(np.linalg.qr((ps * np.sqrt(w_in)).T, mode="r").T)
    ps, ps2, ae, h_ae = mix @ ps, mix @ ps2, mix @ ae, mix @ h_ae
    if own_projectors:
        pr = ps
    else:
        chi = np.linalg.qr((chi * np.sqrt(w_in)).T)[0].T / np.sqrt(w_in)
        pr = np.linalg.solve((chi * w_in) @ ps.T, chi)
    prw = pr * w_in
    h_ae = h_ae + f_in * ae
    h_ps = -0.5 * ps2 + (v_in + f_in) * ps
    q_mat = (ae * w_in) @ ae.T - (ps * w_in) @ ps.T
    d_mat = (ae * w_in) @ h_ae.T - (ps * w_in) @ h_ps.T
    assert np.max(abs(d_mat - d_mat.T)) < 1e-6     # surface terms cancel
    d_mat = (d_mat + d_mat.T) / 2

    proj = prw @ gather[inside]
    mass = (gather.T * w) @ gather
    ham = kinetic + (gather.T * (w * (v_ps + field))) @ gather + proj.T @ d_mat @ proj
    ovl = mass + proj.T @ q_mat @ proj
    s_min = eigh(ovl, mass, eigvals_only=True)[0]
    assert s_min > 0
    energy, vec = eigh(ham, ovl)
    # identify the two states by the nearest all-electron level
    ham_ae = kinetic + (gather.T * (w * (v_ae + field))) @ gather
    level = eigh(ham_ae, mass, eigvals_only=True)
    low = int(np.argmin(abs(energy - level[0])))
    high = int(np.argmin(abs(energy - level[2])))
    assert low != high
    states = gather @ vec[:, [low, high]]
    states = states * np.sign(states[order])
    e_a, e_b = energy[low], energy[high]
    beat = e_b - e_a
    time = np.pi / (2 * beat)

    def wave(s):
        return (states[:, 0] * np.exp(-1j * e_a * s)
                + states[:, 1] * np.exp(-1j * e_b * s)) / np.sqrt(2)

    def reconstruct(u):
        c = prw @ u[inside]
        rho, cur = abs(u)**2, current(u, deriv)
        rho[inside] += abs(c @ ae)**2 - abs(c @ ps)**2
        cur[inside] += current(c @ ae, d_in) - current(c @ ps, d_in)
        return rho, cur

    def time_slope(func, dt=0.01):
        return (8 * (func(time + dt) - func(time - dt))
                - func(time + 2 * dt) + func(time - 2 * dt)) / (12 * dt)

    # defect from its definition: differentiate density and current
    u = wave(time)
    cur = reconstruct(u)[1]
    rho_t = time_slope(lambda s: reconstruct(wave(s))[0])
    div_j = deriv @ cur
    defect = rho_t + div_j

    # defect from the residual formula
    u_t = (-1j * e_a * states[:, 0] * np.exp(-1j * e_a * time)
           - 1j * e_b * states[:, 1] * np.exp(-1j * e_b * time)) / np.sqrt(2)
    c, c_t = prw @ u[inside], prw @ u_t[inside]
    g = d_mat @ c - 1j * q_mat @ c_t
    res_s = g @ pr
    res_1 = 1j * c_t @ ae - c @ h_ae
    res_s1 = 1j * c_t @ ps - c @ h_ps
    formula = 2 * np.imag(np.conj(u[inside]) * res_s + np.conj(c @ ae) * res_1
                          - np.conj(c @ ps) * res_s1)
    assert np.max(abs(defect[inside] - formula)) < 1e-6
    assert np.max(abs(defect[order + 1:])) < 1e-6          # zero outside

    # projected residuals, with the smooth residual taken from the wave itself
    u_in = u[inside]
    res_direct = 1j * u_t[inside] + 0.5 * d_in @ (d_in @ u_in) - (v_in + f_in) * u_in
    lemma = (ae * w_in) @ res_1 - (ps * w_in) @ (res_s1 - res_direct)
    assert np.max(abs(lemma)) < 1e-6

    # charge balance of the sphere, reconstructed and pseudo-only
    charge_t = np.sum(w_in * rho_t[inside])
    flux = cur[order]
    assert abs(charge_t + flux) < 1e-7
    assert abs(np.sum(w_in * formula)) < 1e-7
    smooth_t = time_slope(lambda s: np.sum(w_in * abs(wave(s)[inside])**2))
    smooth_gap = smooth_t + current(u, deriv)[order]

    # moment r^2: density route against current route plus defect
    moment_t = np.sum(w * r**2 * rho_t)
    moment_j = np.sum(w * 2 * r * cur)
    moment_r = np.sum(w_in * r_in**2 * formula)
    assert abs(moment_t - moment_j - moment_r) < 1e-6

    # current of the literally transformed wave against three terms + cross term
    extra = c @ ae - c @ ps
    rest = u_in - c @ ps
    cross = np.imag(np.conj(rest) * (d_in @ extra) + np.conj(extra) * (d_in @ rest))
    assert np.max(abs(current(u_in + extra, d_in) - cur[inside] - cross)) < 1e-9

    size = np.sqrt(np.sum(w_in * defect[inside]**2) / np.sum(w_in * rho_t[inside]**2))
    upper = states[inside, 1]
    missing = upper - (prw @ upper) @ ps
    lack = np.sqrt(np.sum(w_in * missing**2) / np.sum(w_in * upper**2))
    return dict(e_a=e_a, e_b=e_b, beat=beat, time=time, cur=cur, rho_t=rho_t,
                div_j=div_j, defect=defect, charge_t=charge_t, flux=flux,
                smooth_gap=smooth_gap, moment_t=moment_t, moment_j=moment_j,
                moment_r=moment_r, cross=np.max(abs(cross)), size=size, lack=lack,
                res_1=np.max(abs(res_1)), s_min=s_min, below=high)


free = {n: analyse(n, 0.0) for n in (1, 2, 3)}
own = analyse(3, 0.0, own_projectors=True)
omega_conf = 0.3
confined = {n: analyse(n, omega_conf) for n in (1, 2, 3)}

# --- Complete set: exact levels, exact current, no defect ---
full = free[3]
assert abs(full["e_a"] + 1 / 2) < 1e-7
assert abs(full["e_b"] + 1 / 18) < 1e-7
u1, u3 = u_exact(1, r), u_exact(3, r)
du1, du3 = deriv @ u1, deriv @ u3
cur_exact = 0.5 * (u3 * du1 - u1 * du3)     # beat phase of one quarter period
assert np.max(abs(full["cur"] - cur_exact)) < 1e-6
assert full["size"] < 1e-6 and full["res_1"] < 1e-6 and full["cross"] < 1e-6
# --- Incomplete sets: a real defect, falling as waves are added ---
assert free[1]["size"] > free[2]["size"] > 100 * full["size"]
assert confined[1]["size"] > confined[3]["size"] > 100 * full["size"]
# --- Same partial waves, projectors lacking (h~ - eps) ps: defect returns ---
assert own["size"] > 100 * full["size"]
assert abs(full["smooth_gap"]) > 1e-4       # pseudo part alone loses balance

fs = physical_constants["atomic unit of time"][0] * 1e15
print(f"sphere radius = {r_c:.2f} bohr, outer wall = {edges[-1]:.0f} bohr")
print(f"pseudo potential at origin = {v_smooth(0.0):.4f} hartree")
print(f"full set: beat energy = {full['beat']:.6f} hartree")
print(f"full set: time of evaluation = {full['time']:.4f} a.u. of time")
print("Free atom; waves = number of partial waves (1s, 2s, 3s in order)")
for n, d in free.items():
    print(f"waves {n}: E(1s) = {d['e_a']:.7f}, E(3s) = {d['e_b']:.7f} hartree")
    print(f"  levels below 3s = {d['below']}, smallest overlap eigenvalue = {d['s_min']:.4f}")
    print(f"  unexpanded part of 3s pseudo wave in sphere = {d['lack']:.2e} (relative)")
    print(f"  rms defect / rms density rate in sphere = {d['size']:.2e}")
    print(f"  largest dropped cross term = {d['cross']:.2e} a.u. (shell current)")
    err = np.max(abs(d["cur"][inside] - cur_exact[inside]))
    print(f"  largest shell-current error in sphere = {err:.2e} a.u.")
    print(f"  sphere charge rate = {d['charge_t']:.7f}, outflow = {d['flux']:.7f} a.u.")
    print(f"  d<r^2>/dt = {d['moment_t']:.6f}, from current = {d['moment_j']:.6f},"
          f" from defect = {d['moment_r']:.2e} a.u.")
print(f"exact outflow at sphere = {cur_exact[order]:.7f} a.u."
      f" = {cur_exact[order] / fs:.4f} electrons/fs")
print(f"full set, pseudo part alone: charge rate + outflow = {full['smooth_gap']:.6f} a.u.")
print(f"full set: largest one-centre residual r1 = {full['res_1']:.1e} a.u.")
print("Three waves, pseudo waves as their own projectors:")
print(f"  E(1s) = {own['e_a']:.7f}, E(3s) = {own['e_b']:.7f} hartree,"
      f" levels below 3s = {own['below']}")
print(f"  unexpanded part = {own['lack']:.2e}, relative rms defect = {own['size']:.2e}")
print("One wave: r (bohr), density rate, current slope, defect (a.u., shell)")
for k in (5, 8, 11, 14, 17):
    d = free[1]
    print(f"  {r[k]:.4f}  {d['rho_t'][k]:.6f}  {d['div_j'][k]:.6f}  {d['defect'][k]:.6f}")
print(f"Confined atom, omega = {omega_conf:.2f} hartree, free-atom partial waves")
for n, d in confined.items():
    print(f"waves {n}: E(1s) = {d['e_a']:.6f}, E(3s) = {d['e_b']:.6f} hartree,"
          f" levels below 3s = {d['below']}")
    print(f"  unexpanded part = {d['lack']:.2e}, relative rms defect = {d['size']:.2e}")
    print(f"  charge rate + outflow of sphere = {d['charge_t'] + d['flux']:.1e} a.u.")
print("every check passed")
```

It prints:

```
sphere radius = 1.50 bohr, outer wall = 60 bohr
pseudo potential at origin = -1.4583 hartree
full set: beat energy = 0.444444 hartree
full set: time of evaluation = 3.5343 a.u. of time
Free atom; waves = number of partial waves (1s, 2s, 3s in order)
waves 1: E(1s) = -0.5000000, E(3s) = -0.0554022 hartree
  levels below 3s = 2, smallest overlap eigenvalue = 1.0000
  unexpanded part of 3s pseudo wave in sphere = 1.99e-01 (relative)
  rms defect / rms density rate in sphere = 1.68e-01
  largest dropped cross term = 9.10e-04 a.u. (shell current)
  largest shell-current error in sphere = 3.84e-03 a.u.
  sphere charge rate = -0.0384332, outflow = 0.0384332 a.u.
  d<r^2>/dt = 0.486259, from current = 0.483042, from defect = 3.22e-03 a.u.
waves 2: E(1s) = -0.5000000, E(3s) = -0.0555556 hartree
  levels below 3s = 2, smallest overlap eigenvalue = 0.9678
  unexpanded part of 3s pseudo wave in sphere = 1.66e-03 (relative)
  rms defect / rms density rate in sphere = 1.19e-03
  largest dropped cross term = 9.08e-06 a.u. (shell current)
  largest shell-current error in sphere = 1.67e-05 a.u.
  sphere charge rate = -0.0390679, outflow = 0.0390679 a.u.
  d<r^2>/dt = 0.487139, from current = 0.487135, from defect = 3.50e-06 a.u.
waves 3: E(1s) = -0.5000000, E(3s) = -0.0555556 hartree
  levels below 3s = 2, smallest overlap eigenvalue = 0.6884
  unexpanded part of 3s pseudo wave in sphere = 3.14e-14 (relative)
  rms defect / rms density rate in sphere = 1.31e-11
  largest dropped cross term = 4.51e-16 a.u. (shell current)
  largest shell-current error in sphere = 2.61e-10 a.u.
  sphere charge rate = -0.0390679, outflow = 0.0390679 a.u.
  d<r^2>/dt = 0.487139, from current = 0.487139, from defect = -8.03e-16 a.u.
exact outflow at sphere = 0.0390679 a.u. = 1.6151 electrons/fs
full set, pseudo part alone: charge rate + outflow = 0.006266 a.u.
full set: largest one-centre residual r1 = 1.0e-13 a.u.
Three waves, pseudo waves as their own projectors:
  E(1s) = -0.5000112, E(3s) = -0.0555562 hartree, levels below 3s = 2
  unexpanded part = 1.65e-03, relative rms defect = 3.30e-02
One wave: r (bohr), density rate, current slope, defect (a.u., shell)
  0.2295  -0.010286  0.005589  -0.004697
  0.5235  -0.029859  0.023836  -0.006023
  0.8646  -0.038426  0.041809  0.003382
  1.1819  -0.031552  0.038042  0.006490
  1.4095  -0.022007  0.023221  0.001214
Confined atom, omega = 0.30 hartree, free-atom partial waves
waves 1: E(1s) = -0.393971, E(3s) = 1.187266 hartree, levels below 3s = 2
  unexpanded part = 7.99e-01, relative rms defect = 1.89e-01
  charge rate + outflow of sphere = -6.6e-10 a.u.
waves 2: E(1s) = -0.394250, E(3s) = 1.164281 hartree, levels below 3s = 2
  unexpanded part = 1.53e-01, relative rms defect = 3.06e-02
  charge rate + outflow of sphere = -6.1e-10 a.u.
waves 3: E(1s) = -0.394251, E(3s) = 1.164066 hartree, levels below 3s = 2
  unexpanded part = 7.71e-03, relative rms defect = 3.19e-03
  charge rate + outflow of sphere = -6.1e-10 a.u.
every check passed
```
